# Referee comment: does a small T1 certify single-reference character?: test program

```python
# Result under test: a vanishing T1 diagnostic does not certify that a state
# is dominated by one determinant.  T1 = sqrt(sum_ia t_ia^2 / N), where t_ia
# are spatial singles amplitudes (coefficient of a single excitation divided
# by that of the reference) and N is the number of correlated electrons.
# In minimal-basis H2, g and u are the bonding and antibonding orbitals,
# D is half the energy difference of the uu and gg determinants, K=(gu|gu),
# and t=(D-sqrt(D^2+K^2))/K is the ratio of the uu and gg coefficients.
# Brueckner orbitals are those for which all singles amplitudes vanish.
# Energies are in hartree and distances in bohr.
import numpy as np
from scipy.linalg import expm, polar, null_space
from pyscf import gto, scf, ao2mo, cc, mp, mcscf, fci
from pyscf.fci import cistring

rng = np.random.default_rng(7)


def hydrogen_molecule(distance, basis):
    return gto.M(atom=[["H", (0, 0, -distance / 2)],
                       ["H", (0, 0, distance / 2)]],
                 unit="Bohr", basis=basis, verbose=0)


def orbital_integrals(mol, orbitals, core_hamiltonian=None):
    if core_hamiltonian is None:
        core_hamiltonian = scf.hf.get_hcore(mol)
    n = orbitals.shape[1]
    one_body = orbitals.T @ core_hamiltonian @ orbitals
    two_body = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n)
    return one_body, two_body


def singlet_ground_state(one_body, two_body):
    """Full CI for two electrons; returns energy and coefficient matrix."""
    n = len(one_body)
    unit = np.eye(n)
    hamiltonian = (np.kron(one_body, unit) + np.kron(unit, one_body)
                   + two_body.transpose(0, 2, 1, 3).reshape(n*n, n*n))
    exchange = np.eye(n*n).reshape(n, n, n, n)
    exchange = exchange.transpose(1, 0, 2, 3).reshape(n*n, n*n)
    # The shift removes triplets, whose coefficient matrix is antisymmetric.
    energies, vectors = np.linalg.eigh(
        hamiltonian + 50 * (np.eye(n*n) - exchange))
    coefficients = vectors[:, 0].reshape(n, n)
    return energies[0], coefficients * np.sign(coefficients[0, 0])


def two_electron_t1(coefficients, reference):
    leading = reference @ coefficients @ reference
    singles = coefficients @ reference - leading * reference
    return np.linalg.norm(singles / leading) / np.sqrt(2)


def run_ccsd(mean_field, orbitals=None, frozen=None):
    solver = cc.CCSD(mean_field, mo_coeff=orbitals, frozen=frozen)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-8
    solver.max_cycle = 300
    solver.kernel()
    assert solver.converged
    return solver


# Thouless relation, tested in the full Fock space of six spin orbitals.
raise_one = np.array([[0., 0.], [1., 0.]])
parity = np.diag([1., -1.])
create = []
for p in range(6):
    operator = np.eye(1)
    for q in range(6):
        factor = parity if q < p else raise_one if q == p else np.eye(2)
        operator = np.kron(operator, factor)
    create.append(operator)
vacuum = np.eye(64)[0]
amplitudes = rng.normal(size=(3, 3))
singles_operator = sum(amplitudes[i, a] * create[3+a] @ create[i].T
                       for i in range(3) for a in range(3))
reference_state = create[0] @ create[1] @ create[2] @ vacuum
relaxed_state = expm(singles_operator) @ reference_state
relaxed = [create[i] + sum(amplitudes[i, a] * create[3+a]
                           for a in range(3)) for i in range(3)]
determinant = relaxed[0] @ relaxed[1] @ relaxed[2] @ vacuum
thouless_error = np.abs(relaxed_state - determinant).max()
assert thouless_error < 1e-10
pair_excited = (create[3] @ create[0].T @ create[4] @ create[1].T
                @ relaxed_state)
pair_replaced = create[3] @ create[4] @ relaxed[2] @ vacuum
assert np.allclose(pair_excited, pair_replaced, atol=1e-10)
print(f"Thouless relation, largest deviation: {thouless_error:.1e}")

# Minimal-basis H2 with orbitals fixed by inversion symmetry.
rows = []
for distance in (1.4, 2.0, 3.0, 4.0, 6.0, 10.0):
    mol = hydrogen_molecule(distance, "sto-3g")
    overlap = mol.intor("int1e_ovlp")[0, 1]
    orbitals = (np.array([[1., 1.], [1., -1.]])
                / np.sqrt([2*(1+overlap), 2*(1-overlap)]))
    h, g = orbital_integrals(mol, orbitals)
    energy_gg = 2*h[0, 0] + g[0, 0, 0, 0]
    energy_uu = 2*h[1, 1] + g[1, 1, 1, 1]
    D = (energy_uu - energy_gg) / 2
    K = g[0, 1, 0, 1]
    t = (D - np.sqrt(D*D + K*K)) / K
    exact_energy, C = singlet_ground_state(h, g)
    t1 = two_electron_t1(C, np.array([1., 0.]))
    weight = C[0, 0]**2
    occupations = np.linalg.eigvalsh(2 * C @ C.T)
    assert abs(C[1, 1] / C[0, 0] - t) < 1e-8
    assert abs(exact_energy - energy_gg - K*t) < 1e-9
    assert t1 < 1e-8
    assert abs(weight - 1/(1+t*t)) < 1e-8
    assert abs(occupations[0] - 2*t*t/(1+t*t)) < 1e-8
    # Search determinants with independent up-spin and down-spin orbitals.
    angles = np.linspace(0, np.pi, 361)
    trial = np.array([np.cos(angles), np.sin(angles)])
    best_weight = ((trial.T @ C @ trial)**2).max()
    assert abs(best_weight - weight) < 1e-10
    orbital_gap = (h[1, 1] + 2*g[0, 0, 1, 1] - K
                   - h[0, 0] - g[0, 0, 0, 0])
    mp2_correlation = -K*K / (2*orbital_gap)
    rows.append((distance, D, K, t, weight, occupations[0], t1,
                 energy_gg-exact_energy,
                 energy_gg+mp2_correlation-exact_energy, orbital_gap))
    if distance == 3.0:
        mean_field = scf.RHF(mol).run(conv_tol=1e-12)
        coupled = run_ccsd(mean_field)
        assert np.linalg.norm(coupled.t1) < 1e-6
        assert abs(coupled.t2[0, 0, 0, 0] - t) < 1e-6
        assert abs(mp.MP2(mean_field).run().e_corr
                   - mp2_correlation) < 1e-7
    if distance == 10.0:
        atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
        atom_energy = scf.hf.get_hcore(atom)[0, 0]
        assert abs(exact_energy + mol.energy_nuc() - 2*atom_energy) < 1e-3
        assert abs(t + 1) < 0.02 and abs(weight - 0.5) < 0.01
        assert abs(orbital_gap * distance - 1) < 0.05

print("H2, STO-3G: R/bohr, D/hartree, K/hartree, t")
for row in rows:
    print(f"  {row[0]:4.1f} {row[1]:9.5f} {row[2]:9.5f} {row[3]:9.5f}")
print("H2, STO-3G: R/bohr, gg weight, n_u, T1")
for row in rows:
    print(f"  {row[0]:4.1f} {row[4]:9.5f} {row[5]:9.5f} {row[6]:9.1e}")
print("H2, STO-3G: R/bohr, RHF error, MP2 error, gap (hartree)")
for row in rows:
    print(f"  {row[0]:4.1f} {row[7]:9.5f} {row[8]:9.5f} {row[9]:9.5f}")

# A field along the bond removes inversion symmetry and permits singles.
field = 0.02
mol = hydrogen_molecule(3.0, "sto-3g")
field_hamiltonian = (scf.hf.get_hcore(mol)
                     + field * mol.intor("int1e_r")[2])
mean_field = scf.RHF(mol)
mean_field.get_hcore = lambda *args: field_hamiltonian
mean_field.conv_tol = 1e-12
mean_field.kernel()
assert mean_field.converged
h, g = orbital_integrals(mol, mean_field.mo_coeff, field_hamiltonian)
field_t1 = two_electron_t1(singlet_ground_state(h, g)[1],
                           np.array([1., 0.]))
assert field_t1 > 1e-4
print(f"H2 at 3.0 bohr in field {field:.2f} a.u.: T1 = {field_t1:.5f}")

# One exact two-electron state, described from three reference orbitals.
print("H2, cc-pVDZ: R/bohr, T1(HF), T1(natural), T1(core H)")
occupation_lines = []
for distance in (1.4, 6.0):
    mol = hydrogen_molecule(distance, "cc-pvdz")
    mean_field = scf.RHF(mol).run(conv_tol=1e-12)
    assert mean_field.converged
    h, g = orbital_integrals(mol, mean_field.mo_coeff)
    exact_energy, C = singlet_ground_state(h, g)
    values, vectors = np.linalg.eigh(C)
    references = [np.eye(len(C))[0],
                  vectors[:, np.argmax(np.abs(values))],
                  np.linalg.eigh(h)[1][:, 0]]
    diagnostics = [two_electron_t1(C, w) for w in references]
    occupations = np.sort(2*values**2)[::-1]
    assert diagnostics[1] < 1e-8
    if distance == 1.4:
        for reference, diagnostic in zip(references, diagnostics):
            complement = null_space(reference[None, :])
            virtual_fock = (complement.T @ np.diag(mean_field.mo_energy)
                            @ complement)
            virtuals = complement @ np.linalg.eigh(virtual_fock)[1]
            rotation = np.column_stack([reference, virtuals])
            coupled = run_ccsd(mean_field, mean_field.mo_coeff @ rotation)
            ccsd_t1 = np.linalg.norm(coupled.t1) / np.sqrt(2)
            assert abs(ccsd_t1 - diagnostic) < 1e-5
        assert diagnostics[2] > 0.02 and occupations[0] > 1.9
    print(f"  {distance:4.1f} {diagnostics[0]:9.5f} "
          f"{diagnostics[1]:9.1e} {diagnostics[2]:9.5f}")
    occupation_lines.append((distance, occupations[0], occupations[1]))
print("H2, cc-pVDZ: R/bohr, two largest natural occupations")
for line in occupation_lines:
    print(f"  {line[0]:4.1f} {line[1]:9.5f} {line[2]:9.5f}")

# Full CI of formaldehyde with two frozen core orbitals.
n_orbitals, n_occupied, n_electrons = 10, 6, 12
n_virtual = n_orbitals - n_occupied
strings = cistring.make_strings(range(n_orbitals), n_occupied)
occupied_lists = np.array([[p for p in range(n_orbitals)
                            if (int(s) >> p) & 1] for s in strings])


def string_overlaps(occupied_orbitals):
    return np.linalg.det(occupied_orbitals[occupied_lists])


def reference_and_singles(ci_vector, rotation):
    occupied = rotation[:, :n_occupied]
    reference = string_overlaps(occupied)
    projected = ci_vector @ reference
    leading = reference @ projected
    singles = np.zeros((n_occupied, n_virtual))
    for i in range(n_occupied):
        for a in range(n_virtual):
            excited = occupied.copy()
            excited[:, i] = rotation[:, n_occupied + a]
            singles[i, a] = string_overlaps(excited) @ projected / leading
    return leading, singles


print("H2CO, STO-3G, C-H 2.1 bohr, HCH 120 degrees, 12 electrons")
pi_star_occupations = []
for distance in (2.3, 3.0):
    y, z = 2.1*np.sin(np.pi/3), -2.1*np.cos(np.pi/3)
    mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, distance)],
                      ["H", (0, y, z)], ["H", (0, -y, z)]],
                unit="Bohr", basis="sto-3g", verbose=0)
    mean_field = scf.RHF(mol).run(conv_tol=1e-11)
    assert mean_field.converged
    active = mcscf.CASCI(mean_field, n_orbitals, n_electrons)
    active_h, core_energy = active.get_h1eff()
    active_g = active.get_h2eff()
    solver = fci.direct_spin1.FCI(mol)
    solver = fci.addons.fix_spin_(solver, shift=0.2, ss=0)
    solver.conv_tol = 1e-11
    solver.max_cycle = 200
    guess = np.zeros((len(strings), len(strings)))
    guess[0, 0] = 1
    energy, ci = solver.kernel(active_h, active_g, n_orbitals, (6, 6),
                               ci0=guess, ecore=core_energy)
    ci = np.asarray(ci).reshape(guess.shape)
    assert abs(fci.spin_op.spin_square0(ci, n_orbitals, (6, 6))[0]) < 1e-5

    rotation = np.eye(n_orbitals)
    hf_leading, hf_singles = reference_and_singles(ci, rotation)
    hf_t1 = np.linalg.norm(hf_singles) / np.sqrt(n_electrons)
    for iteration in range(300):
        leading, singles = reference_and_singles(ci, rotation)
        if np.linalg.norm(singles) < 1e-9:
            break
        step = np.block([[np.eye(n_occupied), -singles],
                         [singles.T, np.eye(n_virtual)]])
        rotation = rotation @ polar(step)[0]
    brueckner_t1 = np.linalg.norm(singles) / np.sqrt(n_electrons)
    assert brueckner_t1 < 1e-8 and hf_t1 > 1e-4
    assert leading**2 > hf_leading**2
    for _ in range(20):
        generator = np.zeros((n_orbitals, n_orbitals))
        generator[n_occupied:, :n_occupied] = rng.normal(
            size=(n_virtual, n_occupied))
        turned = rotation @ expm(0.05 * (generator - generator.T))
        turned_overlap = string_overlaps(turned[:, :n_occupied])
        assert (turned_overlap @ ci @ turned_overlap)**2 < leading**2

    density = solver.make_rdm1(ci, n_orbitals, (6, 6))
    occupations, natural = np.linalg.eigh(density)
    occupations, natural = occupations[::-1], natural[:, ::-1]
    antibonding = mean_field.mo_coeff[:, 2:12] @ natural[:, n_occupied]
    out_of_plane = mol.search_ao_label("2px")
    pi_fraction = (np.sum(antibonding[out_of_plane]**2)
                   / np.sum(antibonding**2))
    assert pi_fraction > 0.99
    # Opposite signs on carbon and oxygen identify the antibonding orbital.
    assert np.prod(antibonding[out_of_plane]) < 0
    pi_star_occupations.append(occupations[n_occupied])
    coupled = run_ccsd(mean_field, frozen=2)
    ccsd_t1 = np.linalg.norm(coupled.t1) / np.sqrt(n_electrons)
    if distance == 2.3:
        assert abs(ccsd_t1 - hf_t1) < 0.005
    print(f" C-O distance {distance:.1f} bohr, "
          f"full-CI energy {energy:.6f} hartree")
    print(f"  T1, HF orbitals: full CI {hf_t1:.5f}, CCSD {ccsd_t1:.5f}")
    print(f"  T1, Brueckner orbitals, full CI: {brueckner_t1:.1e}")
    print(f"  reference weight: HF {hf_leading**2:.5f}, "
          f"Brueckner {leading**2:.5f}")
    print(f"  natural occupations 6 and 7 (pi*): "
          f"{occupations[5]:.5f}, {occupations[6]:.5f}")
assert pi_star_occupations[1] > pi_star_occupations[0]
print("every check passed")
```

Printed output:

```
Thouless relation, largest deviation: 8.3e-17
H2, STO-3G: R/bohr, D/hartree, K/hartree, t
   1.4   0.78865   0.18126  -0.11344
   2.0   0.49158   0.20052  -0.19611
   3.0   0.22679   0.23512  -0.42482
   4.0   0.10103   0.26513  -0.68909
   6.0   0.01612   0.30402  -0.94838
  10.0   0.00011   0.33730  -0.99967
H2, STO-3G: R/bohr, gg weight, n_u, T1
   1.4   0.98730   0.02541   9.4e-17
   2.0   0.96296   0.07407   5.5e-19
   3.0   0.84712   0.30576   4.6e-16
   4.0   0.67804   0.64392   2.0e-15
   6.0   0.52648   0.94705   2.5e-15
  10.0   0.50016   0.99967   9.1e-18
H2, STO-3G: R/bohr, RHF error, MP2 error, gap (hartree)
   1.4   0.02056   0.00740   1.24847
   2.0   0.03933   0.01667   0.88740
   3.0   0.09988   0.04830   0.53583
   4.0   0.18270   0.08107   0.34584
   6.0   0.28833   0.03532   0.18266
  10.0   0.33719  -0.23105   0.10011
H2 at 3.0 bohr in field 0.02 a.u.: T1 = 0.02216
H2, cc-pVDZ: R/bohr, T1(HF), T1(natural), T1(core H)
   1.4   0.00516   1.6e-16   0.12705
   6.0   0.08539   3.2e-16   0.01168
H2, cc-pVDZ: R/bohr, two largest natural occupations
   1.4   1.96643   0.02045
   6.0   1.11544   0.88455
H2CO, STO-3G, C-H 2.1 bohr, HCH 120 degrees, 12 electrons
 C-O distance 2.3 bohr, full-CI energy -112.498763 hartree
  T1, HF orbitals: full CI 0.00810, CCSD 0.00951
  T1, Brueckner orbitals, full CI: 1.5e-10
  reference weight: HF 0.90709, Brueckner 0.90841
  natural occupations 6 and 7 (pi*): 1.89129, 0.11239
 C-O distance 3.0 bohr, full-CI energy -112.436066 hartree
  T1, HF orbitals: full CI 0.03834, CCSD 0.04279
  T1, Brueckner orbitals, full CI: 2.5e-10
  reference weight: HF 0.76148, Brueckner 0.78332
  natural occupations 6 and 7 (pi*): 1.67145, 0.33059
every check passed
```
